\section*{Local potentials and the self-energy shifts of hydrogen levels, part 1}

(Sections cited here and not found follow in the second part.)

Take hydrogen and a local potential with two adjustable strengths, fixed so that it reproduces the one-loop self-energy shifts of $1s$ (8344 MHz) and $2s$ (1066 MHz) at order $\alpha(Z\alpha)^4$. Without further adjustment it gives the $3s$, $4s$ and $5s$ shifts within $0.6\,\%$ of their values. For the spin-independent part of the $2p$ shift it gives $-29.5$ MHz, where the self-energy gives $+4.07$ MHz. Another potential, fitted to the same two levels, gives $+89.2$ MHz.

\section{The shift to be fitted}

The nucleus is a point charge $Z$ of infinite mass, $U=-Z\alpha/r$, $\hbar=c=1$, the metric is $(+,-,-,-)$, and vacuum polarization is left out. Shifts are written
\begin{equation}
\Delta E=\frac{\alpha}{\pi}\,(Z\alpha)^4 m\,\frac{F}{n^3},
\end{equation}
and only the order $\alpha(Z\alpha)^4$ is kept. For $Z=1$ the prefactor is $813.863$ MHz. Digits of $F$ refer to this order; the omitted terms are smaller by powers of $Z\alpha$, up to logarithms. Photon momenta are split at $\epsilon$, with $(Z\alpha)^2m\ll\epsilon\ll Z\alpha m$.

\subsection{Hard photons}

Photons above $\epsilon$ see a free electron scattering once on $U$, with vertex $\gamma^\mu F_1(q^2)+i\sigma^{\mu\nu}q_\nu F_2(q^2)/2m$, $q=p'-p$. Give the photon a mass $\lambda$ and set $k'=k+q$. The Feynman-gauge factors multiply to $(-i)(-ie)^2i^2=-ie^2$, and $\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu=-2N^\mu$ with $N^\mu=\not k\gamma^\mu\not k'+m^2\gamma^\mu-2m(k+k')^\mu$. Feynman parameters $x,y,z$ for the $k$, $k'$ and photon denominators, with $\ell=k+yq-zp$, give
\begin{equation}
\delta\Gamma^\mu=2ie^2\!\int\! dx\,dy\,dz\,\delta(x{+}y{+}z{-}1)\!\int\!\frac{d^4\ell}{(2\pi)^4}\frac{2N^\mu}{(\ell^2-\Delta)^3},\quad \Delta=(1-z)^2m^2-xyq^2+z\lambda^2 .
\end{equation}
Here $k=\ell+(1-x)p-yp'$ and $k'=\ell+(1-y)p'-xp$. Odd powers of $\ell$ vanish and $\not\ell\gamma^\mu\not\ell\to-\tfrac12\ell^2\gamma^\mu$. Between on-shell spinors, anticommuting $\not p$ to the right and $\not p'$ to the left gives $\not p\gamma^\mu\to2p^\mu-m\gamma^\mu$, $\gamma^\mu\not p'\to2p'^\mu-m\gamma^\mu$ and $\not p\gamma^\mu\not p'\to2m(p+p')^\mu-(3m^2-q^2)\gamma^\mu$. With $s=x+y=1-z$, the $m^2\gamma^\mu$ terms sum to $-3(1-x)(1-y)+x(1-x)+y(1-y)+xy+1=-2+4s-s^2=1-2z-z^2$. The coefficient of $p^\mu$ is $2m[(1-x)(1-y)-x(1-x)-(1-2x)]$ and that of $p'^\mu$ has $x\leftrightarrow y$. Since $\Delta$ is symmetric in $x,y$, only their mean $m(s^2-s)=-mz(1-z)$ survives, multiplying $(p+p')^\mu$. The Gordon identity $(p+p')^\mu\to2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ then yields
\begin{equation}
N^\mu\to\gamma^\mu\Big[-\tfrac12\ell^2+(1-x)(1-y)q^2+(1-4z+z^2)m^2\Big]+\frac{i\sigma^{\mu\nu}q_\nu}{2m}\,2m^2z(1-z).
\end{equation}
The Wick-rotated integrals are $-i/(32\pi^2\Delta)$ for the numerator $1$ and $(i/16\pi^2)\ln(\Lambda^2/\Delta)$ plus a constant for $\ell^2$, so both terms carry $e^2/8\pi^2=\alpha/2\pi$. The electron's wave-function renormalization fixes $F_1(0)=1$ and removes $\Lambda$. Put $m=1$, $w=1-z$, $\Delta_0=w^2+z\lambda^2$. On the line $x+y=w$ the integrals of $1$ and $xy$ are $w$ and $w^3/6$, and $(1-x)(1-y)=z+xy$. Differentiating the logarithm, the numerator and $1/\Delta$ at $q^2=0$,
\begin{align}
F_1'(0)&=\frac{\alpha}{2\pi}\int_0^1\!dw\left[\frac{w^3/3+(1-w)w}{\Delta_0}+\frac{(w^2+2w-2)w^3}{6\Delta_0^2}\right],\\
a\equiv F_2(0)&=\frac{\alpha}{2\pi}\int_0^1\!dw\,\frac{2(1-w)w^2}{\Delta_0}\;\to\;\frac{\alpha}{2\pi}.
\end{align}
For $\lambda\to0$, $\int w/\Delta_0\to\ln(1/\lambda)$ and $\int w^3/\Delta_0^2\to\ln(1/\lambda)-\tfrac12$, while the other terms allow $\Delta_0=w^2$. The first integral is $\tfrac16+\ln\tfrac1\lambda-1+\tfrac16(\tfrac12+2)-\tfrac13(\ln\tfrac1\lambda-\tfrac12)=\tfrac23\ln\tfrac1\lambda-\tfrac14$, so $F_1'(0)=(\alpha/3\pi m^2)[\ln(m/\lambda)-\tfrac38]$.

For a static $U$, $q^2=-\mathbf q^2$ and $i\mathbf q\to\nabla$, so $F_1$ adds $F_1'(0)\nabla^2U$. For $F_2$, $i\sigma^{0j}q_j=\boldsymbol\alpha\cdot\mathbf q$, and with spinors $(\chi,\boldsymbol\sigma\cdot\mathbf p\,\chi/2m)$,
\begin{equation}
u'^\dagger\beta\,\boldsymbol\alpha\cdot\mathbf q\,u=\chi'^\dagger\frac{\boldsymbol\sigma\!\cdot\!\mathbf q\,\boldsymbol\sigma\!\cdot\!\mathbf p-\boldsymbol\sigma\!\cdot\!\mathbf p'\,\boldsymbol\sigma\!\cdot\!\mathbf q}{2m}\chi=\chi'^\dagger\frac{-\mathbf q^2+2i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)}{2m}\chi .
\end{equation}
Multiplying by $a/2m$ and using $\nabla U\times\mathbf p=(Z\alpha/r^3)\mathbf L$, $\boldsymbol\sigma=2\mathbf S$, the added terms are $(a/4m^2)\nabla^2U+(a/m^2)(Z\alpha/r^3)\,\mathbf L\cdot\mathbf S$.

\subsection{Soft photons and matching}

Below $\epsilon$ the dipole coupling $-e\,\mathbf p\cdot\mathbf A/m$ suffices. With $\omega=E_m-E_n$, the mode density $k\,dk/4\pi^2$, the polarization average $\tfrac23$ and $e^2=4\pi\alpha$,
\begin{equation}
\Delta E_{<}=-\frac{2\alpha}{3\pi m^2}\sum_m|\mathbf p_{mn}|^2\,\mathrm P\!\!\int_0^\epsilon\!\frac{k\,dk}{k+\omega}\;\to\;\frac{2\alpha}{3\pi m^2}\sum_m|\mathbf p_{mn}|^2\,\omega\ln\frac{\epsilon}{|\omega|},
\label{soft}
\end{equation}
where $k/(k+\omega)=1-\omega/(k+\omega)$ and the first part, proportional to $\langle p^2\rangle$, is mass renormalization. Closure gives $\sum|\mathbf p_{mn}|^2\omega=\tfrac12\langle[p_i,[H,p_i]]\rangle=\tfrac12\langle\nabla^2U\rangle=2\pi Z\alpha|\psi(0)|^2$, with $|\psi(0)|^2=(Z\alpha m)^3\delta_{l0}/\pi n^3$.

The mass $\lambda$ must be traded for $\epsilon$. With $\omega_k^2=k^2+\lambda^2$ and current conservation $q_0J_0=\mathbf k\cdot\mathbf J$, a common denominator shows
\begin{equation}
\frac{J_0^2-\mathbf J^2}{q_0^2-\omega_k^2}=-\frac{J_0^2}{\omega_k^2}-\frac{\mathbf J^2-(\mathbf k\cdot\mathbf J)^2/\omega_k^2}{q_0^2-\omega_k^2}.
\end{equation}
The first term is instantaneous and the same for all states. In the second the average $\tfrac23$ becomes $1-k^2/3\omega_k^2$. For $|\omega|\ll\lambda$ the mode density $k^2dk/\omega_k$ and the term $-\omega/\omega_k^2$ in the expansion of $1/(\omega_k+\omega)$ turn the weight $dk/k$ into $\tfrac32(1-k^2/3\omega_k^2)\,k^2dk/\omega_k^3$. Up to a momentum $K$ with $\lambda,\epsilon\ll K\ll m$, the massless factor $\int_\epsilon^Kdk/k$ is therefore replaced, with $k=\lambda\sinh t$ and $T=\ln(2K/\lambda)$, by
\begin{equation}
\frac32\int_0^T\!dt\,\Big(\tanh^2t-\tfrac13\tanh^4t\Big)=\frac32\Big[(T-1)-\tfrac13\big(T-\tfrac43\big)\Big]=T-\frac56 .
\end{equation}
Equating this to $\ln(K/\epsilon)$ gives $\ln(m/\lambda)=\ln(m/2\epsilon)+\tfrac56$.

From here on $r$ is in units of $a_0/Z$ and $\omega$ in $(Z\alpha)^2m$. With $|\mathbf p_{mn}|=|\omega||\mathbf r_{mn}|$ and the strength $S=\frac{l_>}{2l+1}\big|\int u_{ml'}\,r\,u_{nl}\,dr\big|^2$, $l_>=\max(l,l')$, define
\begin{equation}
\ln k_0(n,l)=\frac{n^3}{2}\sum_m\omega^3S\,\ln|2\omega|,\qquad \frac{n^3}{2}\sum_m\omega^3S=\delta_{l0}.
\label{bethe}
\end{equation}
The logarithm in (\ref{soft}) becomes $\ln[2\epsilon/(Z\alpha)^2m]-\ln|2\omega|$, so the soft part of $F$ is $\tfrac43\{\delta_{l0}\ln[2\epsilon/(Z\alpha)^2m]-\ln k_0\}$. Since $\langle\nabla^2U\rangle=4(Z\alpha)^4m^3\delta_{l0}/n^3$, the hard contact terms give $\tfrac43[\ln(m/2\epsilon)+\tfrac56-\tfrac38]+\tfrac12$; $\epsilon$ cancels and the constant is $\tfrac{11}{18}+\tfrac12=\tfrac{10}9$.

The spin-orbit term needs $\langle r^{-3}\rangle$. The Hellmann--Feynman theorem in $l$, applied to $E=-1/2(n_r+l+1)^2$, gives $(l+\tfrac12)\langle r^{-2}\rangle=n^{-3}$, and the vanishing mean radial force gives $l(l+1)\langle r^{-3}\rangle=\langle r^{-2}\rangle$. Hence
\begin{equation}
n^3\langle r^{-3}\rangle=\frac1{\Lambda_l},\qquad \Lambda_l=l(l+\tfrac12)(l+1).
\label{r3}
\end{equation}
The term contributes $\langle\mathbf L\cdot\mathbf S\rangle/2\Lambda_l$, with $\langle\mathbf L\cdot\mathbf S\rangle=l/2$ for $\kappa=-(l+1)$ and $-(l+1)/2$ for $\kappa=l$; both cases equal $-1/[2\kappa(2l+1)]$. Altogether
\begin{equation}
F=\delta_{l0}\Big[\tfrac43\ln(Z\alpha)^{-2}+\tfrac{10}9\Big]+F_B-\frac{1-\delta_{l0}}{2\kappa(2l+1)},\qquad F_B=-\tfrac43\ln k_0 .
\label{F}
\end{equation}

The numerical check evaluates $\ln k_0$ from closed bound and continuum dipole elements, which follow from $\int_0^\infty r^{c-1}e^{-sr}{}_1F_1(a,c,\eta r)\,dr=\Gamma(c)s^{a-c}(s-\eta)^{-a}$ (termwise integration gives a binomial series in $\eta/s$) and its $s$-derivatives. It asserts the Thomas--Reiche--Kuhn rule, the sum rule in (\ref{bethe}), agreement of resolvent sums with a Sturmian diagonalization, and for $l>0$ agreement of $\ln k_0$ itself. For $1s$, $F=\tfrac43(9.84049-2.984129)+1.11111=10.2529$.

\section{The counter-example}

A local potential $V(r)$, in units of $(\alpha/\pi)(Z\alpha)^4m$, shifts a level in first order by $F_V=n^3\int u_{nl}^2V\,dr$. The spin-orbit term of (\ref{F}) is taken as added separately, so for $l>0$ the target is $F_B$. Take $Z=1$ and
\begin{equation}
V=a_0\frac{\mu_0^3}{8}e^{-\mu_0r}+\sum_ia_ie^{-\mu_ir},\qquad\mu_0=1/\alpha ,
\end{equation}
a contact term smeared over the reduced Compton wavelength plus exponentials with round, chosen exponents. From $u_{1s}^2=4r^2e^{-2r}$, $u_{2s}^2=\tfrac12r^2(1-r/2)^2e^{-r}$ and $u_{2p}^2=r^4e^{-r}/24$, one exponential contributes, with $s=1+\mu$,
\begin{equation}
1s:\ \frac{8}{(2+\mu)^3},\qquad 2s:\ 4\Big(\frac2{s^3}-\frac6{s^4}+\frac6{s^5}\Big),\qquad 2p:\ \frac8{s^5}.
\end{equation}
Fit A has $\mu_1=2$, for which these are $1/8$, $8/81$ and $8/243$. An unsmeared contact term would weigh all $s$ levels equally, so that $a_1(8/81-1/8)=10.4827-10.2529=0.2298$ and $a_1=-0.2298\times648/17=-8.76$. With the smearing the solution is $a_0=11.8609$, $a_1=-8.8279$. For $2p$ the exponential gives $-8.8279\times8/243=-0.2906$, the contact term gives $a_0\mu_0^3/(1+\mu_0)^5=a_0\alpha^2(1+\alpha)^{-5}=0.0006$, and $F_V=-0.2900$, that is $813.863\times(-0.2900)/8=-29.5$ MHz. The target is $F_B=-\tfrac43(-0.030017)=0.0400$. Fit B uses $\mu_1=0.5$ on $1s$, $2s$; fit C uses $\mu=1,2$ on $1s$ to $3s$.

\begin{center}
\begin{tabular}{lrrrr}
level & target & A & B & C\\
$4s$ & 10.5653 & 10.5196 & 10.3450 & 10.5583\\
$5s$ & 10.5773 & 10.5237 & 10.3350 & 10.5656\\
$2p$ & 0.0400 & $-0.2900$ & 0.8769 & $-0.9254$\\
$3p$ & 0.0509 & $-0.3048$ & 0.6709 & $-0.8349$\\
$3d$ & 0.0070 & $-0.0145$ & 0.4468 & $-0.1514$
\end{tabular}
\end{center}

The program asserts that unfitted $s$ levels lie within $4\,\%$ of the target and that $2p$, $3p$, $3d$ miss by more than twice the target. The $s$ agreement is partly cheap, because the $n$-independent contact part dominates $F$: the $5s$ error of fit A, $0.0536$, is $0.5\,\%$ of $F$ but $17\,\%$ of the rise $10.5773-10.2529=0.3244$. Fit C, the best for $s$ levels, is the worst for $2p$ and $3p$.

For a potential of range much smaller than the Bohr radius, fitted to $1s$ and $2s$ and with negligible moments beyond $\int r^4V\,dr$, the negative sign can be derived. Inserting $u=r+br^2+cr^3$ into $u''=(-2/r+1/n^2)u$ gives $b=-1$, $c=\tfrac13+1/6n^2$, so $n^3u_{ns}^2=4r^2[1-2r+(\tfrac53+\tfrac1{3n^2})r^2+\dots]$. The first $n$-dependence multiplies $M_4=\int r^4V\,dr$. For $n=2$, $F_V(2s)-F_V(1s)=\tfrac43(\tfrac14-1)M_4=-M_4$, while $8u_{2p}^2\approx r^4/3$ gives $F_V(2p)=M_4/3$. When higher moments are negligible, $F_V(2p)=-0.2298/3=-0.077$, opposite in sign to the target. The two-level fit approaches this value as $\mu_1$ grows ($-0.138$, $-0.090$, $-0.080$ for $\mu_1=5$, $20$, $100$); at $\mu_1=2$ only the sign holds, and fit B lies on the other side of a pole between $\mu_1=0.5$ and $0.8$, with the opposite sign. A fit that also matches $3s$ does not approach the limit: $M_4$ alone gives $F_V(3s)-F_V(1s)=\tfrac{32}{27}\times0.2298=0.272$ against the required $0.289$, so higher moments cannot be negligible, and the exponents $(10,20)$ and $(30,60)$ give $F_V(2p)=+0.16$ and $+0.50$. Short range alone therefore does not fix the sign.

The self-energy shifts at order $\alpha(Z\alpha)^4$ are given by (\ref{F}), and three local potentials fitted to $s$ levels give the other $s$ levels tested within $4\,\%$ but miss $2p$, $3p$ and $3d$ by more than twice the target. It remains to establish what holds beyond these three examples, for local potentials in general and for all levels.

Numerical values quoted here were computed with a short program.
